# A flux exponent near one-half does not fix critical island size

A simulation of epitaxial growth needs an adatom diffusivity, and one possible source for it is the density of islands after a fraction of a monolayer has been deposited. To turn that density into a diffusivity one must first decide how many atoms an island needs before it is stable. One way to decide is to look at how the density changes with flux. In the case worked out below, a wrong decision changes the inferred diffusion barrier from 0.40 eV to 0.87 eV, although the density at the matching point is reproduced.

The belief in question runs as follows. Let the critical size $i$ be the largest number of atoms in an unstable cluster, so that $i+1$ atoms are stable. If the island density at fixed coverage varies as $N\propto F^{\chi}$ with $\chi=1/2$, then $i=2$. This has a sound derivation behind it, which is why it tempts.

## Where the belief comes from

Lengths are measured in units of the square root of the area of one adsorption site, so densities are numbers per site. The flux $F$ is in monolayers per second, the coverage is $\theta=Ft$, and temperature $T$ in the algebra is an energy ($k_B=1$, as in atomic units). Islands are compact and immobile, nothing desorbs, and the coverage is low.

Let $n$ be the adatom density and $D$ the diffusivity. An island captures adatoms at the rate $\sigma Dn$, where $\sigma$ is its dimensionless capture number. Once islands take up nearly all arriving atoms,

$$F=\sigma DnN,\qquad n=\frac{F}{\sigma DN}.$$

Clusters of critical size are assumed to be in equilibrium with the adatoms, with density $\gamma n^i$ ($\gamma=1$ for $i=1$). A new island forms when one of them gains an atom, with capture number $\sigma_1$:

$$\frac{dN}{dt}=\sigma_1D\gamma n^{i+1}.$$

Dividing by $F=d\theta/dt$ and inserting $n$ gives

$$\frac{dN}{d\theta}=\frac{\sigma_1\gamma}{\sigma^{i+1}}\left(\frac FD\right)^i\frac1{N^{i+1}}.$$

For constant capture numbers, multiplication by $N^{i+1}$ and integration yield

$$\frac{N^{i+2}}{i+2}=\frac{\sigma_1\gamma}{\sigma^{i+1}}\left(\frac FD\right)^i\theta,\qquad \chi=\frac{i}{i+2}.$$

Thus $\chi=1/3$ for $i=1$ and $1/2$ for $i=2$. With capture numbers computed self-consistently instead of held constant, the exponents at very low flux come out as 0.346 and 0.509, close to these values.

The weak point is $F=\sigma DnN$ with a $\sigma$ that does not depend on flux. That describes islands limited by the arrival of atoms through diffusion. A barrier at the island edge changes it.

## What an edge barrier does to capture

Let adatoms cross an island edge at the rate $\kappa n(R)$ per unit length, where $R$ is the island radius. With an additional barrier $E_b$ at the edge, take $\kappa=De^{-E_b/T}$ in the chosen length unit.

Around one island, treat all other sinks as a uniform absorbing medium with decay length $\xi$ and mean adatom density $\bar n$. The steady profile obeys

$$n''+\frac{n'}{r}-\frac{n-\bar n}{\xi^2}=0,\qquad n=\bar n\,[1-cK_0(r/\xi)],$$

where $K_0$ and $K_1$ are modified Bessel functions. Put $X=R/\xi$. Since $K_0'=-K_1$, the diffusive current into the island is

$$J=2\pi RDn'(R)=2\pi XK_1(X)\,D\bar n\,c=\sigma_DD\bar n\,cK_0(X),\qquad \sigma_D=\frac{2\pi XK_1(X)}{K_0(X)}.$$

The same current crosses the edge, so $J=2\pi R\kappa\bar n[1-cK_0(X)]$. With $\sigma=J/(D\bar n)$, the first expression says $cK_0=\sigma/\sigma_D$ and the second says $1-cK_0=\sigma D/(2\pi R\kappa)$. Adding them gives

$$\frac1\sigma=\frac1{\sigma_D}+\frac{D}{2\pi R\kappa}.$$

Diffusion and attachment are resistances in series. For $X\ll1$, $\sigma_D\simeq2\pi/\ln(1.12\,\xi/R)$, so attachment dominates when

$$R\ln(1.12\,\xi/R)\ll D/\kappa.$$

Then $\sigma=2\pi R\kappa/D$. The adatom density is nearly uniform, and an island grows in proportion to its perimeter. This $\sigma$ depends on island radius, and the radius at fixed coverage depends on flux. The derivation of $i/(i+2)$ therefore no longer applies.

## Critical size one with attachment-limited growth

Let pairs be stable and form at the rate $Pn^2$, with $P=\sigma_1D$ taken as constant and no barrier between two adatoms. An island of area $\pi R^2$ gains area at the rate $2\pi R\kappa n$, hence

$$\frac{dR}{dt}=\kappa n,$$

the same for every island. Define $M_1$ and $M_2$ as the sums of $R$ and $R^2$ over the islands, per site. New islands have radius $r_0$ with $\pi r_0^2=2$, the area of two atoms. The equations then close:

$$\begin{aligned}
\dot n&=F-2Pn^2-2\pi\kappa nM_1,\\
\dot N&=Pn^2,\\
\dot M_1&=\kappa nN+r_0Pn^2,\\
\dot M_2&=2\kappa nM_1+r_0^2Pn^2.
\end{aligned}$$

The factor 2 in the first line counts the two adatoms lost in each pair. Adding $\pi\dot M_2$ to $\dot n$ cancels every loss and leaves $F$, so $n+\pi M_2=\theta$: all deposited atoms are accounted for.

**The power of one-half.** Write $n$, $N$, $M_1$ and $M_2$ each as $F^{1/2}$ times a scaled variable, and $t$ as $F^{-1/2}$ times a scaled time. Every left side acquires a factor $F$. So does every right side, because each loss or gain is a product of two densities. The flux cancels, and the initially empty surface introduces no further scale. The scaled time is $F^{1/2}t=\theta F^{-1/2}$, so

$$N=F^{1/2}g(\theta F^{-1/2}).$$

Let $\beta=\partial\ln N/\partial\ln\theta$ at fixed flux. Differentiating $\ln N$ with respect to $\ln F$ at fixed coverage gives

$$\chi=\frac12-\frac\beta2.$$

The exponent is one-half if $N$ stops growing as a power of coverage.

**The logarithm.** At late times the adatom density follows its sources and sinks, and few adatoms are spent on new pairs. The first equation becomes $n=F/(2\pi\kappa M_1)$. When growth of existing islands also dominates $\dot M_1$, dividing $\dot N$ by $\dot M_1$ gives

$$\frac{dN}{dM_1}=\frac{Pn}{\kappa N},\qquad N\,dN=\frac{PF}{2\pi\kappa^2}\frac{dM_1}{M_1}.$$

Integration from a reference state marked by a star yields

$$N^2-N_*^2=\frac{PF}{\pi\kappa^2}\ln\frac{M_1}{M_{1*}}.$$

By the scaling above, $N_*$ and $M_{1*}$ at the onset of this stage are proportional to $F^{1/2}$. At fixed coverage $M_2\simeq\theta/\pi$ is fixed, and $M_1\sim\sqrt{NM_2}$ varies roughly as $F^{1/4}$. The ratio $M_1/M_{1*}$ therefore grows roughly as $F^{-1/4}$ when the flux falls, and to leading order

$$N\propto\left[F\ln(1/F)\right]^{1/2}.$$

This is a power one-half with critical size one, up to a logarithm.

**How far from one-half.** From $\dot N=Pn^2$ and $\theta=Ft$, $\beta=\theta Pn^2/(FN)$. Inserting the late-time $n$ and $\theta\simeq\pi M_2$,

$$\frac12-\chi=\frac\beta2=\frac{PF\,M_2}{8\pi\kappa^2NM_1^2}.$$

The right side is positive, so within this model the late-stage exponent approaches one-half from below. Direct integration of the four equations at fixed coverage 0.05 gives local exponents 0.449, 0.470, 0.479 and 0.484 at fluxes of $10^{-3}$, $10^{-6}$, $10^{-9}$ and $10^{-12}$ monolayers per second. The formula agrees with each to within 0.0002. The approach is slow, as a logarithm implies.

## The limits of the attachment-limited window

Those very low fluxes show the limit of the moment equations, which assume attachment control throughout. They do not predict what happens at a fixed real barrier. Since $R=\sqrt{\theta/(\pi N)}$ grows roughly as $F^{-1/4}$, the islands eventually violate $R\ln(1.12\,\xi/R)\ll D/\kappa$. Then $\sigma\to\sigma_D$ and the exponent turns towards $1/3$.

A rough window follows from $N\sim(D/\kappa)\sqrt{F/D}$, with numerical factors and logarithms dropped. Requiring $1\ll R\ll D/\kappa$ gives

$$\left(\frac\theta\pi\right)^{1/3}\left(\frac FD\right)^{-1/6}\ll\frac D\kappa\ll\frac\theta\pi\left(\frac FD\right)^{-1/2}.$$

The lower bound keeps attachment slower than diffusion. The upper bound keeps the islands much larger than one atom.

## A numerical case

Take $T=600$ K, or 0.0517 eV, a diffusion barrier $E_d=0.40$ eV and an edge barrier $E_b=0.30$ eV. An adatom hops at the total rate $\nu e^{-E_d/T}$, with attempt rate $\nu=10^{13}$ per second, over a distance $a$ equal to the site spacing. In two dimensions $D=\tfrac14a^2\nu e^{-E_d/T}$, and on a triangular lattice $a^2=2/\sqrt3$ site areas, so $D=1.26\times10^9$ site areas per second. The edge barrier gives

$$D/\kappa=e^{0.30/0.0517}\simeq331.$$

At $F=10^{-3}$ monolayers per second and $\theta=0.05$, $F/D=7.9\times10^{-13}$. The conditions above then require $D/\kappa$ to be well above 26 and well below $1.8\times10^4$, and 331 meets both. Near either bound the exponent need not be close to one-half.

The densities were computed by following islands according to their time of birth, with the full series formula for capture. They are $2.94\times10^{-4}$ per site at the lower flux and $8.30\times10^{-4}$ at ten times that flux, or $2.3\times10^{11}$ and $6.5\times10^{11}$ cm$^{-2}$. Extrapolating to zero coverage step lowers both by about 0.4%, to $2.93\times10^{-4}$ and $8.27\times10^{-4}$, and leaves their ratio essentially unchanged. Hence

$$\chi=\log_{10}\frac{8.30}{2.94}\simeq0.45.$$

With the edge barrier removed and everything else unchanged, the exponent over the same decade is 0.35. Barriers of 0.1 and 0.2 eV give 0.38 and 0.44. The critical size is one in all four cases.

The moment equations have a similar shortfall from one-half, although they hold the pair capture number constant and leave out diffusion resistance. Their shortfall can be traced at the lower flux. There $P/D=1.20$, so

$$\frac{PF}{\kappa^2}=1.20\times331^2\times7.93\times10^{-13}\simeq1.043\times10^{-7}.$$

The moment equations give $N=2.957\times10^{-4}$, so $N^2=8.74\times10^{-8}$. If all radii were equal, $M_2N=M_1^2$, and the shortfall would be $(1.043/0.874)/(8\pi)\simeq0.047$. The actual value in the moment equations is 0.051. The difference comes from the spread of radii, which makes $M_2N/M_1^2$ greater than one.

Now suppose an analyst takes the exponent to mean $i=2$ without an edge barrier. Let the assumed pair binding energy be $E_2=0.40$ eV, with $\gamma=3e^{E_2/T}$ for three pair orientations per site. The attempt rate is kept fixed, and the diffusion barrier is adjusted to match the density at the lower flux. The fit returns 0.87 eV. The inferred diffusivity is too small by

$$e^{(0.87-0.40)/0.0517}\sim10^4.$$

This rival is only roughly consistent with its own assumptions. A bare hop-rate estimate has its pairs breaking up about 30 times faster than they grow at the higher flux, but many separated atoms meet again at once. The equilibrium density $\gamma n^2$ and the formation rate $\sigma_1Dn^2$ together give a net ratio of dissociation to growth of $1/(\gamma n)\simeq6$ at the final coverage. Earlier, while islands are forming, $n$ is higher. When half of the islands have formed the ratio is about 2 at the higher flux and 5 at the lower, so pair equilibrium is marginal. Its trimers grow about 20 times faster than they dissociate at the lower flux. With pairs held in equilibrium, its exponent over the decade is 0.51; following the pairs explicitly, with their loss by growth, lowers it to 0.50 and leaves the fitted barrier at 0.87 eV. Ideal data could distinguish 0.50 from 0.45, but an uncertainty of 0.05 in a measured slope would leave both readings open.

## What can separate the two readings

The coverage dependence is a poor judge here. At the lower flux $\beta$ is 0.12 with the edge barrier and 0.10 for the rival. Constant capture numbers would give the rival $1/4$. However, in diffusion-limited growth $\xi^{-2}\simeq\sigma N$, so $X^2\simeq\sigma\theta/\pi$, and capture strengthens as coverage rises. This suppresses later nucleation.

Temperature helps under a condition. The scale $N\propto\sqrt{PF}/\kappa$ gives an activation energy $E_d/2+E_b=0.50$ eV, while the rival's $N^4\propto\gamma/D^2$ gives $(2\times0.87+0.40)/4\simeq0.53$ eV. Between 600 and 620 K at the lower flux, the computed slopes are 0.43 and 0.55 eV. The difference of 0.12 eV is useful if the attempt rate is known. If it is also fitted, the rival can absorb the difference. By the leading law its density varies as $D^{-1/2}$, so a slope lower by 0.12 eV needs a diffusion barrier lower by 0.24 eV. Lowering the attempt rate by a factor of about $e^{0.24/0.0517}\sim100$ then leaves $D$, and with it the density, unchanged at 600 K.

The growth of individual islands tests the mechanism itself. Adatom diffusion was solved on a periodic lattice of $120\times120$ sites with 24 randomly placed islands. For $D/\kappa=331$, capture per unit edge length varied between islands by 2% (standard deviation relative to the mean), and total capture had a correlation of 0.997 with perimeter. Without the barrier the variation was 31%, and capture had a correlation of 0.97 with the area of surface nearest to each island. These figures are for one arrangement, at about six times the island density of the example. Other arrangements give 2–3% and about 0.99 with the barrier, and 26–35% and 0.94–0.98 without it. An independent measurement of $D$ would also expose the false fit.

## Relation to real growth

The site spacing of 0.38 nm is that of a Si(111) surface. Surfactant-mediated epitaxy of group-IV semiconductors is a possible setting, but the temperature, fluxes and barriers are round model values, not measurements for a particular surfactant. The mean island radius at the lower flux is 2.5 nm. By a bare hop-rate estimate, critical size one requires a pair binding energy above about 1.3 eV if dissociation is to stay below 10% of the pair's growth rate; allowing for separated atoms that meet again at once lowers this to about 1.2 eV. Group-IV covalent bonds are of roughly this strength or stronger, but binding beneath a surfactant need not be the same. Judged by the final adatom density, loss by desorption at the lower flux stays below 1% if the desorption energy exceeds 1.23 eV. The adatom density falls roughly as $\theta^{-1/2}$ during growth, so its average is about twice the final value, and the limit rises to about 1.27 eV.

Real islands also touch. For random positions, the expected number of touching pairs per island is $\pi(M_2+M_1^2/N)\simeq0.10$, so merging would lower the density by about 10%. Rectangular islands with a 3:1 aspect ratio have 30% more edge than discs of the same area, which lowers the density by 21% in the moment equations. In the same equations, excluding atoms that land on islands changes the local exponent by less than 0.001, and giving pair formation the same barrier as attachment raises it from 0.45 to 0.46 by the series formula, or to 0.47 if $P$ is simply divided by $D/\kappa$. Strain, mobile pairs, the bilayer structure and the kinetics of exchange with the surfactant are left out, and their effect on these numbers has not been estimated.

For compact islands at low coverage, a slope near one-half is therefore compatible with at least two mechanisms. Before it is used to assign $i=2$ and extract a diffusion barrier, attachment control has to be excluded by other evidence. The numerical output below gives most of the values behind this comparison.

## Computed results

```
temperature 600 K, second temperature 620 K, kT 0.05170 eV
fluxes 0.001 and 0.01 ML/s; coverage 0.05 ML
diffusion barrier 0.40 eV; edge barrier 0.30 eV
attempt rate 1.0e+13 1/s; site spacing 0.384 nm
length unit 0.3574 nm; site density 7.831e+14 1/cm2
diffusivity 1.261e+09 site areas/s; D/edge_rate 331.0 length units
capture test: numerical 0.94690, formula 0.94690
lattice, barrier: spread of capture per edge length 0.0179
lattice, no barrier: same spread 0.3073
correlation capture-perimeter, barrier 0.9966
correlation capture-zone, no barrier 0.9658
lattice with barrier: <n^2>/<n>^2 1.00071
lattice with barrier: mean density / uniform estimate 1.0259
barrier-free low-flux exponent, critical size 1: 0.3458
barrier-free low-flux exponent, critical size 2: 0.5085
edge barrier 0.0 eV: exponent over the decade 0.3492
edge barrier 0.1 eV: exponent over the decade 0.3752
edge barrier 0.2 eV: exponent over the decade 0.4376
edge barrier 0.3 eV: exponent over the decade 0.4502
density with barrier, low flux 2.9424e-04 per site = 2.304e+11 1/cm2
density with barrier, high flux 8.2970e-04 per site = 6.497e+11 1/cm2
mean island radius, low flux 2.512 nm
adatom density, low flux 2.184e-08 per site
pair capture number, low flux 1.2009
moment-equation density, low flux 2.9574e-04 per site
moment model, flux 1e-03 ML/s: exponent 0.44860, formula 0.44848
moment model, flux 1e-06 ML/s: exponent 0.47039, formula 0.47039
moment model, flux 1e-09 ML/s: exponent 0.47928, formula 0.47928
moment model, flux 1e-12 ML/s: exponent 0.48404, formula 0.48404
logarithmic-law slope / predicted slope 0.99990
rival: pair binding 0.40 eV, fitted diffusion barrier 0.8691 eV
rival: density at high flux 7.523e+11 1/cm2
rival: exponent over the decade 0.5139
coverage exponent, low flux: barrier 0.1218, rival 0.1029
density activation energy: barrier 0.4343 eV, rival 0.5543 eV
leading-law energies: barrier 0.5000 eV, rival 0.5346 eV
rival: dimer dissociation/growth 31.7 (high flux)
rival: trimer growth/dissociation 18.7 (low flux)
neglected: diffusion/edge resistance 0.0699
neglected: merging estimate, fraction of islands 0.0957
neglected: local exponent with island shadowing 0.4479
neglected: local exponent if pairing has the same barrier 0.4685
neglected: 3:1 islands, perimeter factor 1.3029, density factor 0.7881
pair binding needed for 10 percent dissociation/growth 1.312 eV
desorption energy needed for 1 percent loss 1.231 eV
```
